# The Mean Logarithm of Transmission Between Two Scatterers with Random Phase

**Q:** Two obstacles sit one behind the other in a channel that carries heat, say a photon or phonon mode. Waves bounce between them and interfere. Why should any average of the total transmission know about the obstacles separately?

**A:** Start with one realization. Fix the frequency and use time dependence $e^{-i\omega t}$. Each scatterer connects one incoming to one outgoing channel, with amplitudes normalized so that their squared moduli are energy fluxes. Let $t_1,t_2$ be the transmission amplitudes from left to right and $T_j=|t_j|^2>0$. Let $r_1'$ be the reflection amplitude of scatterer 1 seen from the gap, and $r_2$ that of scatterer 2 seen from the gap. The gap has length $d$, wave number $k$ and no loss.

Send in unit amplitude from the left. Call $a$ the right-moving amplitude just after scatterer 1, and $b$ the left-moving amplitude at the same place. The right-moving wave is the transmitted part plus what scatterer 1 sends back; the left-moving wave has crossed the gap twice and been reflected once:

$$a=t_1+r_1'b,\qquad b=r_2e^{2ikd}a .$$

Substituting $b$ gives $a(1-r_1'r_2e^{2ikd})=t_1$. The wave then crosses the gap and scatterer 2, so

$$t=t_2e^{ikd}a=\frac{t_1t_2e^{ikd}}{1-r_1'r_2e^{2ikd}} .$$

Write $z=|r_1'r_2|$ and $\theta=2kd+\arg r_1'+\arg r_2$. Since $|e^{ikd}|=1$,

$$T=\frac{T_1T_2}{|1-ze^{i\theta}|^2}=\frac{T_1T_2}{1-2z\cos\theta+z^2}. \tag{1}$$

All the interference is in the denominator.

**Q:** That denominator can be small or large. What does its logarithm average to?

**A:** First, the size of $z$. A passive scatterer returns no more energy than it receives, so $|r_2|^2+T_2\le1$ and $|r_1'|\le1$. Because $T_2>0$, $|r_2|<1$ and therefore $z<1$. The series $\ln(1-w)=-\sum_{n\ge1}w^n/n$ then converges for $w=ze^{i\theta}$. Using $\ln|1-w|^2=2\,\mathrm{Re}\ln(1-w)$ in (1),

$$\ln T=\ln T_1+\ln T_2+2\sum_{n=1}^{\infty}\frac{z^n}{n}\cos n\theta . \tag{2}$$

The terms are bounded by $2z^n/n$, whose sum is finite and independent of $\theta$, so the series may be averaged term by term. Let $\theta$ be uniform on the circle while $T_1,T_2,z$ stay fixed. Each cosine completes $n$ full periods and averages to zero. Hence

$$\boxed{\langle\ln T\rangle=\ln T_1+\ln T_2}. \tag{3}$$

This is exact, not a weak-scattering expansion. If the scatterers also vary, (3) holds at each fixed pair and can then be averaged over pairs, provided the phase remains uniform for each pair.

**Q:** You used passivity. Is that a technicality?

**A:** No. If $z>1$, factor out the large term:

$$|1-ze^{i\theta}|^2=z^2|1-z^{-1}e^{-i\theta}|^2 .$$

The last factor now has an averaged logarithm of zero, leaving $\ln z^2$. For $z=1.5$ this is $\ln2.25=0.811$, which direct averaging reproduces. Such a $z$ needs gain. The two linear equations still give (1), but its expansion in successive bounces diverges, so (1) need not describe a state the system settles into.

Absorption inside the scatterers does no harm, because energy conservation was not used as an equality. Nor was mirror symmetry. As a test, take a left stack with indices $1.5+0.05i$ and $3.4+0.3i$, thicknesses 0.8 and 0.4 µm, and a right stack with indices $2.2+0.1i$ and $1.4$, thicknesses 0.6 and 0.9 µm. At a wavelength of 10 µm, (3) holds with an error of $2\times10^{-16}$, which is rounding. Loss in the gap is different: it ties attenuation to $d$, and so to the phase, and (3) does not cover it.

**Q:** Give me numbers for something that could be built.

**A:** Take two parallel free-standing silicon membranes, $h_1=0.50$ µm and $h_2=0.70$ µm thick, in vacuum. Thermal radiation of wavelength $\lambda=10$ µm passes at normal incidence in one polarization. Use the rough index $n=3.4$ and neglect absorption for now.

Let $\delta=2\pi nh/\lambda$. Inside a membrane the electric field is a sum of waves $e^{\pm 2\pi inx/\lambda}$, and the magnetic field, in vacuum units, is $n$ times their difference. Expressing the front-face fields through those at the back gives

$$E_0=E_h\cos\delta-\frac{i}{n}H_h\sin\delta,\qquad H_0=H_h\cos\delta-inE_h\sin\delta .$$

Behind the membrane $E_h=H_h=t$; in front $E_0=1+r$ and $H_0=1-r$. Adding the two equations removes $r$:

$$2=t\left[2\cos\delta-i\left(n+\frac1n\right)\sin\delta\right].$$

Take squared moduli, then use $\cos^2\delta=1-\sin^2\delta$ and $(n+1/n)^2-4=(n-1/n)^2$:

$$\frac1{T_j}=1+\frac14\left(n-\frac1n\right)^2\sin^2\delta_j .$$

The prefactor is $2.412$. For the two membranes $\sin^2\delta_j=0.768$ and $0.994$, so $T_1=0.3506$ and $T_2=0.2943$. Without loss, $z=\sqrt{(1-T_1)(1-T_2)}=0.677$. Then

$$\ln T_1+\ln T_2=-1.04799-1.22317=-2.27116 .$$

Solving the layer equations for the whole stack, with gaps spread evenly over $\lambda/2=5$ µm starting at 100 µm, gives $\langle\ln T\rangle=-2.27116$. A gap change of $\lambda/2$ changes $2kd$ by $2\pi$, so these gaps cover the circle once.

Single gaps behave very differently. Equation (1) has extremes $T_1T_2/(1\pm z)^2$, here $0.037$ and $0.989$. At resonance the pair transmits more than either membrane alone.

**Q:** Then $T_1T_2=0.103$ is the average transmission?

**A:** It is the geometric mean, $e^{\langle\ln T\rangle}$. For the arithmetic mean, expand the inverse denominator as two geometric series:

$$\frac1{|1-ze^{i\theta}|^2}=\sum_{m,n\ge0}z^{m+n}e^{i(m-n)\theta}.$$

Uniform averaging leaves the terms $m=n$, whose sum is $1/(1-z^2)$. Thus

$$\langle T\rangle=\frac{T_1T_2}{1-z^2}=0.190 .$$

For lossless scatterers, $1-z^2=1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2$. Dividing by $T_1T_2$ gives

$$\frac1{\langle T\rangle}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).$$

The arithmetic mean of two lossless scatterers therefore obeys a series-resistance rule, while the geometric mean obeys a product rule. The series rule does not in general extend to three scatterers with independent random gap phases.

The median is a third number. $T$ falls steadily as $|\theta|$ goes from 0 to $\pi$, so half the realizations lie on either side of $|\theta|=\pi/2$. There $\cos\theta=0$ and $T=T_1T_2/(1+z^2)=0.071$. Calling $T_1T_2$ "typical" must not be read as calling it the median.

**Q:** How many samples would I need to see the rule?

**A:** Square the sum in (2) and average. Different cosines are orthogonal and $\langle\cos^2n\theta\rangle=1/2$, so

$$\mathrm{Var}(\ln T)=4\sum_{n=1}^{\infty}\frac{z^{2n}}{n^2}\,\frac12=2\,\mathrm{Li}_2(z^2),\qquad \mathrm{Li}_2(x)=\sum_{n\ge1}\frac{x^n}{n^2}.$$

Here the variance is 1.05 and the standard deviation 1.03. One hundred independent random gaps leave a standard error of 0.10 in the mean logarithm.

Evenly spaced phases do far better. Take $\theta_j=\varphi+2\pi j/m$, $j=0,\dots,m-1$. The roots of $x^m=w^m$ are $we^{2\pi ij/m}$, so $x^m-w^m=\prod_j(x-we^{2\pi ij/m})$. Set $x=1$, $w=ze^{i\varphi}$, and take logarithms of squared moduli:

$$\langle\ln T\rangle_m-\ln T_1-\ln T_2=-\frac1m\ln\left|1-z^me^{im\varphi}\right|^2 . \tag{4}$$

As $m\to\infty$ the right side vanishes, which proves (3) again without the series. At $m=20$, $z^m\approx4\times10^{-4}$, so the error is at most about $2z^m/m\approx4\times10^{-5}$. Doubling the 20 gaps to 40 shifts the computed mean by $-3.9\times10^{-5}$, in keeping with this estimate.

**Q:** Equation (4) worries me. In a crystal, distances come in whole lattice steps. Can the phase fail to become uniform however many samples I take?

**A:** It can. Consider a phonon on a chain of masses $M$ and springs $K$, with phase advance $q$ per site and $M\omega^2=2K(1-\cos q)$. Give site 0 the mass $M(1+\epsilon)$. The displacement is $e^{iqs}+re^{-iqs}$ for sites $s\le0$ and $te^{iqs}$ for $s\ge0$. Agreement at site 0 requires $1+r=t$. The two neighbours then add up to

$$u_1+u_{-1}=te^{iq}+e^{-iq}+(t-1)e^{iq}=2te^{iq}-2i\sin q .$$

The equation of motion at site 0, divided by $K$, is

$$2(1+\epsilon)(1-\cos q)t=2t-2te^{iq}+2i\sin q .$$

On the right, $2t-2te^{iq}=2t(1-\cos q)-2it\sin q$. Cancelling the common term leaves $\epsilon(1-\cos q)t+it\sin q=i\sin q$. Divide by $i\sin q$ and use $(1-\cos q)/\sin q=\tan(q/2)$:

$$t=\frac1{1-i\epsilon\tan(q/2)},\qquad r=t-1 .$$

Two such defects $N$ sites apart obey (1) with $kd=qN$. Choose $q=\pi/3$ and $\epsilon=2$ and $3$, which gives $z=0.655$. Each extra site adds $2q=2\pi/3$ to the round-trip phase, so three phases recur for ever. The Green function of the chain, evaluated for $N=1,2,3$, gives a mean logarithm $0.146$ below the sum of the separate ones. This is (4) with $m=3$. Any multiple of three spacings gives the same value, and other counts tend to it as they grow, so more samples do not remove it.

If $q/\pi$ is irrational, the geometric sum gives

$$\left|\frac1P\sum_{N=1}^{P}e^{2inqN}\right|\le\frac1{P|\sin nq|}\to0$$

for every fixed $n\ge1$. The weights $z^n/n$ in (2) have a finite sum, so the whole remainder tends to zero as $P\to\infty$. With $q=1$ rad and the same mass ratios, 300 spacings leave a deviation of $0.0045$.

**Q:** Real membrane gaps would scatter around a target, not fill a circle evenly. How wide must the scatter be?

**A:** Let the gap be Gaussian with standard deviation $\sigma$. The phase, before wrapping onto the circle, is Gaussian with mean $\theta_0$ and standard deviation $s=2k\sigma=4\pi\sigma/\lambda$. Since $\langle\cos n\theta\rangle=\cos(n\theta_0)e^{-n^2s^2/2}$, (2) gives

$$\langle\ln T\rangle-\ln T_1-\ln T_2=2\sum_{n=1}^{\infty}\frac{z^n}{n}\cos(n\theta_0)e^{-n^2s^2/2}.$$

For $s\to0$ this restores the logarithm at one definite gap. For large $s$ the first harmonic dominates, unless $\cos\theta_0$ is close to zero, and the remainder is at most about $2ze^{-s^2/2}$. With $\sigma=2$ µm, $s=2.51$ rad and the bound is $0.058$, or 2.5% of $|\ln T_1T_2|$. The membranes at a mean gap of 100 µm give $+0.054$. The ratio of the two is $\cos\theta_0\approx0.95$: the mean gap lies close to resonance, which raises the average.

**Q:** A heat-flow measurement collects power, not logarithms. Does (3) give the thermal conductance?

**A:** Not its ensemble mean. For lossless membranes between reservoirs with a small temperature difference, the Landauer heat conductance of one channel is

$$G=\int df\,hf\frac{\partial n_B}{\partial\Theta}T(f),\qquad n_B=\frac1{e^x-1},\quad x=\frac{hf}{k_B\Theta},$$

where $\Theta$ is temperature. Since $\partial x/\partial\Theta=-x/\Theta$,

$$hf\frac{\partial n_B}{\partial\Theta}=hf\,\frac{x}{\Theta}\frac{e^x}{(e^x-1)^2}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

At 10 µm and 300 K, $x=4.80$ and the factor multiplying $k_B$ is $0.193$. A filter 10 nm wide passes $\Delta f=c\,\Delta\lambda/\lambda^2=30.0$ GHz. A fully open channel therefore conducts $k_B\times0.193\times30.0\ \text{GHz}=80$ fW/K.

$G$ is linear in $T$, so the ensemble mean follows $\langle T\rangle$: $80\times0.190=15.2$ fW/K. The geometric mean is $80\times0.1032=8.3$ fW/K. These values treat $T$ as constant across the filter.

**Q:** Is it constant? The gap is ten wavelengths long.

**A:** Not for every gap, but the mean logarithm hardly changes. Across the filter the gap phase varies by $w=2kd\,\Delta\lambda/\lambda=0.126$ rad. From (1), $d\ln T/d\theta=-2z\sin\theta/(1-2z\cos\theta+z^2)$. Its size is largest at $\cos\theta=2z/(1+z^2)$, where it equals $2z/(1-z^2)=2.5$. On the flank of a resonance $T$ can therefore change by about 30% across the filter. The linear part of this change cancels in a centred average, so the curvature sets the correction. Averaging $T$ over a centred window of width $w$ gives $\bar T\approx T+(w^2/24)T''$, where primes are derivatives with respect to $\theta$ and $w^2/12$ is the mean-square displacement. Hence

$$\ln\bar T\approx\ln T+\frac{w^2}{24}\frac{T''}{T},\qquad \frac{T''}{T}=(\ln T)''+[(\ln T)']^2 .$$

The first part averages to zero over the circle because $(\ln T)'$ is periodic. From (2), $(\ln T)'=-2\sum_nz^n\sin n\theta$, with mean square $2\sum_nz^{2n}=2z^2/(1-z^2)$. The mean logarithm therefore rises by

$$\Delta\approx\frac{w^2z^2}{12(1-z^2)}\qquad(w\ll1-z).$$

The condition keeps the window narrower than the resonance. The formula gives $0.00111$, and direct averaging over this phase window, with $T_1,T_2,z$ held fixed, agrees to that precision. Letting the wavelength itself vary in the full stack, for gaps of 100 to 105 µm, gives about $0.0012$, because the longer gaps and the membranes' reflection phases widen the window slightly.

Now take the other limit. A window of one full turn needs a relative bandwidth $2\pi/(2kd)=5\%$, or about 0.5 µm. If $T_1,T_2,z$ are held constant across it, $\bar T$ equals $\langle T\rangle$ wherever on the circle the window is centred. The logarithm is then $\ln0.190=-1.66$, not $-2.27$. In the full stack the membranes' transmissions vary across such a band. Longer gaps and the reflection phases also make a fixed 5% band cover slightly more than one turn. The logarithm then runs from about $-1.71$ to $-1.51$ for gaps between 100 and 105 µm. Broadband detection destroys the product rule even when the gaps are perfectly random.

**Q:** Which other idealizations matter for real silicon?

**A:** An index near 3.4 and submicrometre membranes are reasonable rough choices for undoped silicon in the infrared. A single real device does not satisfy the assumption of randomness: its gap has one value. At fixed membranes, $\ln T$ may then lie from 1.03 below to 2.26 above the ensemble mean, by the extremes of (1).

The other estimates are smaller:

- A tilt of 0.20 mrad across a 1 mm aperture spreads the phase by 0.25 rad. Treating the aperture as locally parallel strips whose powers add raises the mean logarithm by 0.0044.
- A rough absorption coefficient of 1 cm⁻¹ changes $\ln(T_1T_2)$ by $-8\times10^{-5}$. Heavy doping could absorb much more and also change the refractive index; it is outside this estimate.
- An index increase of 0.02 changes $\ln(T_1T_2)$ by $-0.024$.
- At 10° incidence the change is $-0.044$ for s and $+0.046$ for p polarization.

The last three move the separate transmissions; they do not break (3) within one channel. A detector that collects a cone of angles does break it, because it adds the powers of channels with different gap phases $2kd\cos\alpha$, where $\alpha$ is the angle from the normal. For a half-angle of 10° these phases spread over about 1.9 rad, and the mean logarithm rises by about 0.2 above the separate ones. The single-channel numbers therefore need a well-collimated beam. Flat parallel plates also keep normal incidence apart from evanescent waves. Those with parallel wave number $1.1k$ have a gap factor of about $10^{-25}$, though waves closer to $k$ decay more slowly.

**Q:** Does the rule survive a third membrane? The first two now form a scatterer whose reflection depends on their gap.

**A:** Hold the first gap fixed. The first two membranes then form one passive scatterer with definite transmission $T_{12}$ and a definite reflection phase. That phase shifts the origin of the second round-trip phase, but a shifted uniform phase is still uniform. Averaging over the second gap gives $\ln T_{12}+\ln T_3$; averaging over the first then gives $\ln T_1+\ln T_2+\ln T_3$. It is enough that each new gap phase be uniform at fixed values of the earlier ones.

Adding a membrane 0.30 µm thick, with $T_3=0.537$, gives $-2.893$ both from the sum and from averaging the full stack over both gaps. Repeating the argument for $N$ identical scatterers gives $\langle\ln T\rangle=N\ln T_1$, so the geometric-mean transmission is $T_1^N$. It decays exponentially with $N$ even without absorption: the missing energy is reflected. The numerical output below lists most of the values used in this text.

## Table of computed values

```
wavelength = 10.0 um; temperature = 300 K
silicon index (rough input) = 3.40
membrane thicknesses = 0.50, 0.70 um
mean gap = 100.0 um; full phase turn = 5.0 um
T1 = 0.35064; T2 = 0.29430; z = 0.67695 (dimensionless)
ln T1 = -1.047993; ln T2 = -1.223170
sum of logarithms = -2.271163
mean ln T from full stack = -2.271163
difference of these two = 0.0e+00
mean ln T mesh shift, 20 to 40 gaps = -3.88e-05
minimum T = 0.03670; maximum T = 0.98877
geometric mean T = 0.10319
arithmetic mean T = 0.19048; median T = 0.07076
variance ln T = 1.05081; std = 1.02509
standard error for 100 independent gaps = 0.1025
third membrane: thickness = 0.30 um; T3 = 0.53702
three membranes: mean ln T = -2.892885
three membranes: sum of logarithms = -2.892885
lossy asymmetric pair: additivity error = 2.2e-16
z=1.5 (not passive): mean ln|1-z exp(i theta)|^2 = 0.81093
Gaussian gap std = 2.0 um; phase std = 2.5133 rad
Gaussian gap: shift of mean ln T = 0.05443
Gaussian gap: largest possible shift = 0.05754
filter width = 10.0 nm; phase width = 0.1257 rad
filter: shift of mean ln T = 0.001110
filter: leading-law shift = 0.001113
tilt = 0.20 mrad; aperture = 1.0 mm
tilt: phase width = 0.2513 rad; shift = 0.004398
absorption (rough input) = 1.0 cm^-1
absorption: shift of ln(T1 T2) = -8.28e-05
absorbed fraction, thicker membrane = 3.97e-05
index change 0.02: ln(T1 T2) shift = -0.02430
10 degrees, s polarization: ln(T1 T2) shift = -0.04405
10 degrees, p polarization: ln(T1 T2) shift = 0.04620
evanescent factor at k_parallel/k0=1.1: 9.79e-26
photon energy = 123.98 meV
photon energy / kT = 4.7959; heat weight = 0.19325
filter bandwidth = 29.979 GHz
open-channel conductance = 79.986 fW/K
ensemble-mean conductance = 15.236 fW/K
geometric-mean conductance = 8.254 fW/K
chain added mass ratios = 2.0, 3.0
chain q=pi/3: z = 0.65465; log deviation = -0.14630
chain q=1 rad, 300 spacings: log deviation = 0.004545
```
